# Motional Narrowing Between Reflecting Planes in a Constant Gradient

Spins diffuse with coefficient \(D\) between two reflecting planes a distance \(L\) apart, in a constant magnetic-field gradient \(G\) normal to the planes. When diffusion across the gap is fast enough, the transverse magnetization decays at long times as

\[
S(t)\simeq A\,e^{-Rt},\qquad R=\frac{\gamma^2G^2L^4}{120\,D}. \tag{1}
\]

Here \(\gamma\) is the gyromagnetic ratio in rad s\(^{-1}\) T\(^{-1}\), and \(R\) is in s\(^{-1}\). "Fast enough" refers to the dimensionless number

\[
g=\frac{\gamma G L^3}{D}, \tag{2}
\]

which must be small, and "long times" means \(t\gg L^2/(\pi^2D)\). The free induction decay and the Hahn echo share the rate \(R\) but have different prefactors \(A\), both close to 1.

## The phase and its second cumulant

Let \(x\) run from \(-L/2\) to \(L/2\), with the receiver on resonance at the midplane \(x=0\). The initial magnetization is uniform, the radiofrequency pulses are ideal and instantaneous, and the walls do not relax the spins. Intrinsic transverse relaxation, if uniform, multiplies the signal by a separate factor and is left out. A spin that follows the path \(x(t')\) acquires the phase

\[
\varphi=\gamma G\int_0^t f(t')\,x(t')\,dt',\qquad S(t)=\langle e^{-i\varphi}\rangle . \tag{3}
\]

For the free decay \(f=1\). For the echo, a \(\pi\) pulse at \(t/2\) reverses the phase acquired before it. This is described by giving \(f\) opposite signs in the two halves; the overall sign is immaterial.

Reflection in the midplane turns each path into an equally probable one with phase \(-\varphi\). The signal is therefore real and the odd cumulants vanish:

\[
\ln S=-\tfrac12\langle\varphi^2\rangle+\tfrac1{24}\left(\langle\varphi^4\rangle-3\langle\varphi^2\rangle^2\right)-\dots \tag{4}
\]

The Gaussian phase approximation keeps the first term. With the position correlation function \(C(t)=\langle x(t)x(0)\rangle\), it reads

\[
S=e^{-\chi},\qquad
\chi=\frac{\gamma^2G^2}{2}\int_0^t\!\!\int_0^t f(t_1)f(t_2)\,C(|t_1-t_2|)\,dt_1dt_2 . \tag{5}
\]

The correlation function depends on the time difference alone because a uniform distribution is stationary under reflecting diffusion.

## Laplacian eigenmodes

The probability density obeys \(\partial_tP=D\,\partial_x^2P\) with zero flux, \(\partial_xP=0\), at both walls. Separation of variables gives the orthonormal modes

\[
u_0=\frac1{\sqrt L},\qquad
u_n=\sqrt{\frac2L}\cos\frac{n\pi(x+L/2)}{L},\qquad
\Gamma_n=\frac{n^2\pi^2D}{L^2}, \tag{6}
\]

where \(\Gamma_n\) is the decay rate of mode \(n\). A spin starting at \(x_0\) has the density \(\sum_n u_n(x)u_n(x_0)e^{-\Gamma_nt}\). This satisfies the diffusion equation and the wall conditions, and by completeness it reduces to \(\delta(x-x_0)\) at \(t=0\). Averaging over the uniform starting density \(1/L\) gives

\[
C(t)=\frac1L\sum_n X_n^2e^{-\Gamma_nt},\qquad
X_n=\int_{-L/2}^{L/2}x\,u_n(x)\,dx . \tag{7}
\]

The uniform mode gives \(X_0=0\). For \(n\ge1\), put \(s=x+L/2\) and integrate by parts. The boundary term contains \(\sin(n\pi s/L)\), which vanishes at \(s=0\) and \(s=L\), so

\[
X_n=-\sqrt{\frac2L}\,\frac{L}{n\pi}\int_0^L\sin\frac{n\pi s}{L}\,ds
=-\sqrt{\frac2L}\,\frac{L^2}{n^2\pi^2}\left[1-(-1)^n\right]. \tag{8}
\]

Even modes drop out, as they must, since they are symmetric about the midplane while \(x\) is antisymmetric. For odd \(n\) the bracket equals 2, and

\[
C(t)=\sum_{n\ \rm odd}c_n e^{-\Gamma_nt},\qquad c_n=\frac{X_n^2}{L}=\frac{8L^2}{n^4\pi^4}. \tag{9}
\]

At \(t=0\), completeness gives \(C(0)=L^{-1}\int x^2dx=L^2/12\), the variance of a uniform distribution of width \(L\).

## Time integrals

**Free decay.** The integrand in (5) depends on \(s=|t_1-t_2|\), and the double integral reduces to \(\chi=\gamma^2G^2\int_0^t(t-s)C(s)\,ds\). For one exponential, integration by parts gives

\[
\int_0^t(t-s)e^{-\Gamma s}ds=\frac t\Gamma-\frac{1-e^{-\Gamma t}}{\Gamma^2}. \tag{10}
\]

Consequently

\[
\chi_{\rm FID}=\gamma^2G^2\sum_{n\ \rm odd}c_n\left[\frac t{\Gamma_n}-\frac{1-e^{-\Gamma_nt}}{\Gamma_n^2}\right]. \tag{11}
\]

**Echo.** Let \(\tau=t/2\). Each half contributes (10) with \(t\) replaced by \(\tau\). The two cross regions are equal, which cancels the factor \(\tfrac12\) in (5), and they enter with a minus sign:

\[
-\int_0^\tau e^{-\Gamma(\tau-t_1)}dt_1\int_\tau^{2\tau}e^{-\Gamma(t_2-\tau)}dt_2
=-\frac{(1-e^{-\Gamma\tau})^2}{\Gamma^2}. \tag{12}
\]

Adding the pieces and using \(2(1-E)+(1-E)^2=3-4E+E^2\) with \(E=e^{-\Gamma\tau}\), one finds

\[
\chi_{\rm echo}=\gamma^2G^2\sum_{n\ \rm odd}c_n\left[\frac t{\Gamma_n}-\frac{3-4e^{-\Gamma_nt/2}+e^{-\Gamma_nt}}{\Gamma_n^2}\right]. \tag{13}
\]

## The long-time rate

When the exponentials have died out, two sums remain: \(\sum c_n/\Gamma_n\) and \(\sum c_n/\Gamma_n^2\). Both follow from a polynomial. Let \(w(x)\) solve

\[
-D\,w''=x,\qquad w'(\pm L/2)=0,\qquad
w=\frac1D\left(\frac{L^2x}{8}-\frac{x^3}{6}\right). \tag{14}
\]

Projecting the differential equation on \(u_n\) and integrating by parts twice shows that \(w\) has the mode coefficients \(X_n/\Gamma_n\). It is odd in \(x\), so it has no uniform component. By completeness,

\[
\sum_{n\ \rm odd}\frac{c_n}{\Gamma_n}=\frac1L\int x\,w\,dx
=\frac{L^4}{D}\left(\frac1{96}-\frac1{480}\right)=\frac{L^4}{120D}, \tag{15}
\]

\[
\sum_{n\ \rm odd}\frac{c_n}{\Gamma_n^2}=\frac1L\int w^2dx
=\frac{L^6}{D^2}\left(\frac1{768}-\frac1{1920}+\frac1{16128}\right)=\frac{17L^6}{20160D^2}. \tag{16}
\]

Inserting \(c_n\) and \(\Gamma_n\) in (15) turns its left side into \((8L^4/\pi^6D)\sum_{\rm odd}n^{-6}\), so the result is equivalent to \(\sum_{\rm odd}n^{-6}=\pi^6/960\). The first mode supplies the fraction \(960/\pi^6\), or 99.86 percent, of the rate.

With these sums, (11) and (13) become \(\chi\to Rt-\ln A\), with \(R\) as in (1) and

\[
\ln A_{\rm FID}=\frac{17g^2}{20160},\qquad \ln A_{\rm echo}=\frac{17g^2}{6720}. \tag{17}
\]

Refocusing changes the constant and leaves the rate alone. At long times the two halves of the sequence are correlated mainly through positions within a few correlation times of the \(\pi\) pulse, so the pulse cannot undo the phase variance built up elsewhere. The slowest transient is \(e^{-\Gamma_1t}\) for the free decay and \(e^{-\Gamma_1t/2}\) for the echo, which therefore reaches its asymptote later.

## Physical reading and the short-time limit

The frequency offset \(\delta\omega=\gamma Gx\) has variance \(\gamma^2G^2L^2/12\). Its correlation time, defined as the area under the normalized correlation function, follows from (15):

\[
\tau_c=\frac{1}{C(0)}\int_0^\infty C(t)\,dt=\frac{L^4/120D}{L^2/12}=\frac{L^2}{10D},
\qquad R=\langle\delta\omega^2\rangle\tau_c . \tag{18}
\]

A spin gains a random phase of order \(\delta\omega\,\tau_c\) in each correlation time, which may be pictured as one step of a random walk in phase. Neighbouring steps are still correlated, but steps many correlation times apart are nearly independent, so at long times the variance grows in proportion to the number of steps. Slower diffusion makes each step longer, which outweighs the smaller number of steps. This is why \(D\) stands in the denominator. Two powers of \(L\) come from the frequency spread and two from the time needed to cross the gap.

At short times the behaviour is different. For the free decay, \(C\) may be replaced by \(C(0)\), and \(\chi_{\rm FID}\to\gamma^2G^2L^2t^2/24\): the spins dephase as if at rest.

For the echo this static part cancels. With \(y=\Gamma_nt/2\), the bracket in (13) is \(h(y)/\Gamma_n^2\), where

\[
h(y)=2y-3+4e^{-y}-e^{-2y}=\tfrac23y^3+O(y^4). \tag{19}
\]

Each term of the sum thus tends to \(c_n\Gamma_nt^3/12\). The limit may be taken term by term because \(h/y^3\) is bounded for all \(y>0\) and \(\sum c_n\Gamma_n\) converges. Its value is

\[
\sum_{n\ \rm odd}c_n\Gamma_n=\frac{8D}{\pi^2}\sum_{n\ \rm odd}\frac1{n^2}=D, \tag{20}
\]

where \(\sum_{\rm odd}n^{-2}=\pi^2/8\) is Parseval's relation for the sine series of the constant 1 on an interval. Hence

\[
\chi_{\rm echo}\to\frac{\gamma^2G^2Dt^3}{12}\qquad(\sqrt{Dt}\ll L), \tag{21}
\]

which is unrestricted diffusion: most spins have not yet met a wall. Here \(D\) stands in the numerator. At \(Dt/L^2=10^{-4}\) the mode sum is 0.987 of the free value.

## What the Gaussian approximation omits

It is tempting to justify (5) at long times by the central limit theorem, since \(\varphi\) is then a sum of many nearly independent pieces. That argument concerns the distribution of \(\varphi/\sqrt t\). The signal is the average of \(e^{-i\varphi}\) itself, and a higher cumulant that grows in proportion to \(t\) changes the decay rate at any time, however long. The size of the omitted terms is controlled by \(g\), as a direct calculation of the rate shows.

Let \(m(x,t)\) be the local transverse magnetization. In a short time it diffuses and acquires the phase factor \(e^{-i\gamma Gx\,dt}\), which gives the Bloch–Torrey equation \(\partial_tm=D\,\partial_x^2m-i\gamma Gx\,m\). With \(u=x/L\), a solution \(m=\psi(u)e^{-\lambda Dt/L^2}\) requires

\[
-\psi''+igu\,\psi=\lambda\psi,\qquad \psi'(\pm\tfrac12)=0. \tag{22}
\]

The decay rate at long times is \(\lambda D/L^2\) for the eigenvalue that starts from \(\lambda=0\) at \(g=0\). If \(\psi(u)\) belongs to \(\lambda\), then \(\psi^*(-u)\) solves the same equation with \(\lambda^*\). Complex eigenvalues therefore come in conjugate pairs, and the lowest one stays real until it meets another. Reflection alone maps \(g\) to \(-g\) with \(\lambda\) unchanged, so both halves of the echo decay at the same rate.

Expand \(\psi=1+g\psi_1+g^2\psi_2+\dots\) and \(\lambda=g\lambda_1+g^2\lambda_2+\dots\), normalized so that each \(\psi_k\) with \(k\ge1\) has zero mean. All integrals below run from \(-\tfrac12\) to \(\tfrac12\). Integrating (22) removes \(\psi''\) and gives \(\lambda=ig\int u\psi\,du\), or

\[
\lambda_k=i\int u\,\psi_{k-1}\,du. \tag{23}
\]

This yields \(\lambda_1=0\). At first order \(\psi_1''=iu\), so

\[
\psi_1=i\left(\frac{u^3}6-\frac u8\right),\qquad
\lambda_2=-\int\left(\frac{u^4}6-\frac{u^2}8\right)du=-\frac1{480}+\frac1{96}=\frac1{120}. \tag{24}
\]

The rate \(g^2D/(120L^2)\) is \(R\) again, obtained without the Gaussian approximation. Equation (1) is thus the leading term of the full rate for small \(g\).

At second order,

\[
\psi_2''=iu\psi_1-\lambda_2,\qquad
\psi_2'=-\frac{u}{120}\left(4u^4-5u^2+1\right), \tag{25}
\]

which vanishes at \(u=\pm\tfrac12\). Since \(\psi_2\) is even, \(\lambda_3=0\). At third order \(\psi_3''=iu\psi_2-\lambda_2\psi_1\). Start from (23), replace \(iu\) by \(\psi_1''\), and move both derivatives onto \(\psi_3\); the boundary terms vanish:

\[
\lambda_4=\int\psi_1''\psi_3\,du=\int\psi_1\psi_3''\,du
=\int iu\,\psi_1\psi_2\,du-\lambda_2\int\psi_1^2\,du. \tag{26}
\]

By (25), \(iu\psi_1=\psi_2''+\lambda_2\). The constant drops out because \(\psi_2\) has zero mean, and one more integration by parts gives

\[
\lambda_4=-\int(\psi_2')^2du-\lambda_2\int\psi_1^2du . \tag{27}
\]

The function \(\psi_1\) is \(-i\) times the polynomial in (14) in scaled form, so \(\int\psi_1^2du=-17/20160\) by (16). Squaring (25) and using \(\int u^{2m}du=1/[(2m+1)4^m]\),

\[
\int(\psi_2')^2du=\frac1{14400}\left(\frac1{704}-\frac5{288}+\frac{33}{448}-\frac18+\frac1{12}\right)=\frac{89}{79833600}. \tag{28}
\]

Therefore

\[
\lambda_4=\frac{17}{2419200}-\frac{89}{79833600}=\frac{59}{9979200},\qquad
\frac{R_{\rm full}}R=1+\frac{59}{83160}\,g^2+O(g^4). \tag{29}
\]

The full rate exceeds \(R\) at this order. In (4), the fourth-cumulant term contributes \(-\lambda_4g^4Dt/L^2\) at long times, so it grows linearly in \(t\) as stated. Its ratio to \(Rt\) is independent of time and small for small \(g\). For the signal itself to be accurate, the accumulated error \((59/83160)\,g^2Rt\) must also be small compared with 1.

Numerical solution of (22) shows how far this picture extends. At \(g=5\) the full rate is 1.018 times \(R\). At \(g=10\) the factor is 1.084, while (29) without its remainder gives 1.071. At \(g\approx18.07\) the two lowest eigenvalues merge, and just above this value they form a complex pair. The long-time signal is then no longer governed by a single real exponential, and the motional-narrowing description has ended.

## Worked example

Take protons in a model liquid with \(L=5\) µm, \(D=2\times10^{-9}\) m²/s and \(G=0.1\) T/m. With \(\gamma=2.67522\times10^8\) rad s\(^{-1}\) T\(^{-1}\),

\[
g=\frac{(2.67522\times10^7)(1.25\times10^{-16})}{2\times10^{-9}}=1.672 .
\]

This is not much less than 1, but the coefficient in (29) is small: the predicted correction is \(7.095\times10^{-4}\times1.672^2=0.0020\) relative to \(R\). Since \(D/L^2=80\) s\(^{-1}\),

\[
R=\frac{g^2}{120}\frac D{L^2}=\frac{2.796\times80}{120}\ {\rm s}^{-1}=1.864\ {\rm s}^{-1},
\]

a decay time of 537 ms. The full eigenvalue gives 1.8675 s\(^{-1}\), larger by the predicted 0.2 percent.

The same rate follows from (18). The rms frequency spread is 38.61 rad/s and \(\tau_c=1.25\) ms, so the phase gained per correlation time is about 0.048 rad. For spins at rest the free decay would be \(\sin z/z\) with \(z=\gamma GLt/2\), which falls to \(1/e\) in about 33 ms; motion lengthens this about sixteenfold. An echo would refocus spins at rest completely, so there the decay is caused by the motion.

At 100 ms, \(Rt=0.1864\). Subtracting the constants (17), 0.0024 for the free decay and 0.0071 for the echo, gives signals of 0.8319 and 0.8359. The full Bloch–Torrey values are 0.8316 and 0.8356. The Gaussian signals are slightly too high, in agreement with the sign of \(\lambda_4\). Unrestricted diffusion would give an echo exponent of 119.3 at this time, against 0.179 in the Gaussian result for the confined spins.

At 5 ms the echo has not reached its asymptote. There \(Rt-\ln A_{\rm echo}=0.0093-0.0071=0.0022\), whereas the signal 0.996495 from (13) corresponds to an exponent of 0.0035. The slowest mode has a decay time of 1.27 ms, so the transient \(e^{-\Gamma_1t/2}\) is still about 0.14.

Changing one parameter at a time shows both the scaling and its limit:

| Change | \(g\) | \(R\) (s\(^{-1}\)) | Full rate (s\(^{-1}\)) |
|---|---:|---:|---:|
| none | 1.67 | 1.864 | 1.8675 |
| \(D\) halved | 3.34 | 3.728 | 3.758 |
| \(L\) halved | 0.21 | 0.1165 | 0.1165 |
| \(L\) doubled | 13.4 | 29.82 | 35.22 |

Halving \(D\) doubles the rate to within one percent, and halving \(L\) reduces it by a factor close to 16. Doubling \(L\) multiplies \(g\) by 8, and the full rate is then 18 percent above \(R\). The range of spacings over which (1) passes from accurate to unreliable is narrow because the leading relative correction in (29) grows as \(g^2\), and hence as \(L^6\). The numerical output gives these values with further digits.

## Values computed for the example and the checks

```
proton gamma = 2.67522e+08 rad/(s T)
L = 5.0 um, D = 2.0e-09 m^2/s, G = 0.10 T/m
g = gamma G L^3/D = 1.6720
diffusion time L^2/D = 12.500 ms
slowest odd-mode time 1/Gamma_1 = 1.267 ms
rms frequency spread = 38.614 rad/s
correlation time L^2/(10D) = 1.250 ms
spread times correlation time = 0.04827
narrowing rate R = 1.8638 1/s
decay time 1/R = 536.6 ms
full Bloch-Torrey rate = 1.8675 1/s
full rate / R = 1.00199
share of n=1 mode in R = 99.856 percent
FID ln A = 0.002357
echo ln A = 0.007072
FID at 5 ms: Gaussian 0.993018, full 0.993010
echo at 5 ms: Gaussian 0.996495, full 0.996495
FID at 20 ms: Gaussian 0.965685, full 0.965625
echo at 20 ms: Gaussian 0.970245, full 0.970203
FID at 100 ms: Gaussian 0.831921, full 0.831622
echo at 100 ms: Gaussian 0.835853, full 0.835568
R t at 100 ms = 0.18638
free-diffusion echo exponent at 100 ms = 119.28
D halved: g = 3.3440, R = 3.7275 1/s, full = 3.7576 1/s, full/R = 1.0081
L halved: g = 0.2090, R = 0.1165 1/s, full = 0.1165 1/s, full/R = 1.0000
L doubled: g = 13.3761, R = 29.8201 1/s, full = 35.2201 1/s, full/R = 1.1811
lambda_2 = 1/120
lambda_4 = 59/9979200 = 5.91230e-06
relative correction coefficient 120 lambda_4 = 7.09476e-04
lambda_4 estimated from full eigenvalue at g=1: 5.92132e-06
g = 1: full rate / R = 1.00071, with g^4 term 1.00071
g = 5: full rate / R = 1.01844, with g^4 term 1.01774
g = 10: full rate / R = 1.08436, with g^4 term 1.07095
critical g where lowest eigenvalues merge = 18.065
short-time echo / free diffusion at T=1e-4: 0.98666
```
